# Coexistence of Tetragonal and Rhombohedral Minima under Cubic Polarization Anisotropy, part 1

(Sections cited here and not found follow in the second part.)

## I. The anisotropy energy and the coexistence window

**Symmetry and the form of the answer.** Let a ferroelectric crystal whose parent phase has the full cubic point group $m\bar3m$, as in the perovskites, carry a uniform polarization $\mathbf P=P_s\mathbf n$, with $|\mathbf n|=1$ and $P_s$ fixed. The components $n_1,n_2,n_3$ refer to the cube axes. The crystal is free of stress, its surface charge is compensated, and there is no applied field until one is introduced in part II. The free-energy density $F$ then depends on the direction $\mathbf n$ alone.

This point group contains the reflections $n_i\to-n_i$, so a polynomial $F$ can contain only the squares $x_i=n_i^2$. It also contains all permutations of the axes, so $F$ must be symmetric in $x_1,x_2,x_3$. Every symmetric polynomial in three variables is a polynomial in their sum, the sum of their pair products, and their triple product. The sum is fixed,

$$x_1+x_2+x_3=1, \tag{1}$$

and two variables remain:

$$s=x_1x_2+x_2x_3+x_3x_1,\qquad p=x_1x_2x_3. \tag{2}$$

In powers of the components $n_i$, $s$ is of fourth order, $p$ of sixth order and $s^2$ of eighth order. Through sixth order, with the direction-independent part set to zero,

$$F=K_1s+K_2p. \tag{3}$$

Both constants are energy densities. Multiplying them by a common positive factor multiplies $F$ by that factor and leaves the positions and the nature of all stationary points unchanged. A stability limit can therefore depend only on the signs of the constants and on their ratio, which makes it a ray from the origin of the $(K_1,K_2)$ plane.

Symmetry says more. The fourfold axis at $[001]$ and the threefold axis at $[111]$ both force the quadratic part of $F$ around them to be the same in every transverse direction. Each well thus has a single angular curvature, and since (3) is linear in the constants, so is that curvature. Each well is therefore stable in a half-plane of $(K_1,K_2)$, and the region where both are stable is the overlap of two half-planes. Symmetry alone does not guarantee that they overlap. The calculation has to find the bounding rays, show that a wedge lies between them, and decide whether the rays belong to it. The result will be

$$0<K_1<-\frac{K_2}{3}. \tag{4}$$

Here "minimum" means a strict local minimum: every sufficiently close direction has higher energy. Coexistence does not mean that the two wells have equal energy.

**Origin of the two constants.** The usual sixth-order Landau polynomial is

$$
\begin{aligned}
F_L={}&\alpha_1P^2+\alpha_{11}\sum_iP_i^4+\alpha_{12}\sum_{i<j}P_i^2P_j^2+\alpha_{111}\sum_iP_i^6\\
&+\alpha_{112}\sum_iP_i^4(P_j^2+P_k^2)+\alpha_{123}P_1^2P_2^2P_3^2,
\end{aligned} \tag{5}
$$

where $j,k$ are the two indices other than $i$. At fixed length its sums reduce to $s$ and $p$. Squaring (1) gives $1=\sum_ix_i^2+2s$. Multiplying (1) by $s$ gives every product $x_i^2x_j$ with $i\neq j$ once, and $x_1x_2x_3$ three times. Hence

$$\sum_ix_i^2=1-2s,\qquad \sum_ix_i^2(x_j+x_k)=s-3p. \tag{6}$$

Multiplying $\sum_ix_i^2$ by (1) gives $\sum_ix_i^3+\sum_ix_i^2(x_j+x_k)$, so

$$\sum_ix_i^3=(1-2s)-(s-3p)=1-3s+3p. \tag{7}$$

With (6) and (7) in (5), the coefficients of $s$ and $p$ are

$$
\begin{aligned}
K_1&=P_s^4(\alpha_{12}-2\alpha_{11})+P_s^6(\alpha_{112}-3\alpha_{111}),\\
K_2&=P_s^6(3\alpha_{111}-3\alpha_{112}+\alpha_{123}).
\end{aligned} \tag{8}
$$

The remaining terms do not depend on direction. Equation (8) shows that $K_2$ comes from the sixth-order terms alone. A fourth-order Landau polynomial has $K_2=0$, and (4) then has no solution: at fixed length such a model has no coexistence.

**The tetragonal direction.** Around $[001]$ write

$$\mathbf n=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta). \tag{9}$$

Then $x_1+x_2=\sin^2\theta$ and $x_1x_2=\tfrac14\sin^4\theta\sin^22\varphi$. Since $s=x_3(x_1+x_2)+x_1x_2$ and $p=x_3x_1x_2$, equation (3) becomes

$$F=K_1\sin^2\theta\cos^2\theta+\tfrac14\sin^4\theta\,\sin^22\varphi\,(K_1+K_2\cos^2\theta). \tag{10}$$

This is an identity. At $\theta=0$ it gives $F_T=0$, and for small $\theta$

$$F=K_1\theta^2+O(\theta^4). \tag{11}$$

The curvature, defined as the second derivative with respect to $\theta$, is $2K_1$. The constant $K_2$ is absent because $p$ contains the product of two small squares and starts at fourth order.

For $K_1>0$ the direction $[001]$ is a strict minimum, and for $K_1<0$ it is a maximum. At $K_1=0$ only $\tfrac14K_2\sin^4\theta\cos^2\theta\sin^22\varphi$ is left in (10). If $K_2<0$, the energy falls in every direction with $\sin2\varphi\ne0$. If $K_2>0$, the energy stays at zero along $\varphi=0$, so the minimum is not strict. If $K_2=0$, the energy is flat. Therefore

$$[001]\ \text{is a strict minimum if and only if}\ K_1>0. \tag{12}$$

Cubic symmetry carries this statement to all six $\langle001\rangle$ directions.

**The rhombohedral direction.** At $[111]$ each $x_i$ equals $1/3$. Around it set

$$x_i=\tfrac13+a_i,\qquad a_1+a_2+a_3=0,\qquad A=a_1^2+a_2^2+a_3^2. \tag{13}$$

The constraint on the $a_i$ is (1). Squaring it gives $0=A+2\sum_{i<j}a_ia_j$, so the sum of pair products is $-A/2$. Each $a_i$ occurs in two of the three pairs in $s$, which gives

$$s=\frac39+\frac23\sum_ia_i+\sum_{i<j}a_ia_j=\frac13-\frac A2. \tag{14}$$

The triple product is

$$p=\frac1{27}+\frac19\sum_ia_i+\frac13\sum_{i<j}a_ia_j+a_1a_2a_3=\frac1{27}-\frac A6+a_1a_2a_3. \tag{15}$$

Substitution in (3) gives another identity,

$$F=F_R-\frac12\left(K_1+\frac{K_2}3\right)A+K_2a_1a_2a_3,\qquad F_R=\frac{K_1}3+\frac{K_2}{27}. \tag{16}$$

The factor $1/3$ in the upper limit of (4) can be traced here. In (15) each pair product is multiplied by the remaining $x_k$, whose value at $[111]$ is $1/3$. The quadratic part of $p$ is therefore one third of the quadratic part of $s$.

To express $A$ through the tilt angle $\theta$ from $[111]$, write $\mathbf n=\cos\theta\,\mathbf e+\sin\theta\,\mathbf t$, with $\mathbf e=(1,1,1)/\sqrt3$ and $\mathbf t$ a unit vector normal to $\mathbf e$. Squaring a component gives

$$x_i=\tfrac13\cos^2\theta+\tfrac2{\sqrt3}\sin\theta\cos\theta\,t_i+\sin^2\theta\,t_i^2. \tag{17}$$

Hence $a_i=(2/\sqrt3)\,\theta\,t_i+O(\theta^2)$. Because $\sum_it_i^2=1$, this gives $A=\tfrac43\theta^2+O(\theta^3)$, and (16) becomes

$$F-F_R=-\frac23\left(K_1+\frac{K_2}3\right)\theta^2+O(\theta^3). \tag{18}$$

The curvature is $-\tfrac43(K_1+K_2/3)$. If $K_1+K_2/3<0$ the direction is a strict minimum; if the sum is positive it is a maximum.

On the limit $K_1=-K_2/3$ the quadratic term of (16) vanishes identically and $F-F_R=K_2a_1a_2a_3$. Take $(a_1,a_2,a_3)=(\delta,\delta,-2\delta)$, which satisfies (13). The product is $-2\delta^3$, and its sign changes with that of $\delta$. For $K_2\ne0$ some neighbouring directions are lower than $[111]$, so there is no minimum. For $K_2=0$ the limit also has $K_1=0$, and $F$ is flat. Therefore

$$[111]\ \text{is a strict minimum if and only if}\ K_1+\frac{K_2}3<0. \tag{19}$$

**The window.** Both wells exist if and only if (12) and (19) hold together. The first requires $K_1>0$ and the second $K_1<-K_2/3$, which is (4). The two can hold together only for $K_2<0$, and the limits are excluded because each condition is strict.

In physical terms, a positive $K_1$ penalizes any mixing of components and favours the cube axes. A negative $K_2$ rewards directions in which all three components are present. Near a cube axis that reward is of fourth order in the tilt and cannot compete with the quadratic cost, so the tetragonal well survives any negative $K_2$. Near a body diagonal the two effects are of the same order, and the reward wins when $|K_2|>3K_1$. At fixed $K_2$ the window has width $|K_2|/3$, and it closes as $K_2\to0$.

The window was tested numerically from the definition of a minimum. For 72 equally spaced directions in the $(K_1,K_2)$ plane, starting at $2.5^\circ$ from the $K_1$ axis, the energy (3) was compared with its central value at 72 points on a circle of radius 0.005 rad around $[001]$ and around $[111]$. Both centres were lower than their circles for those directions that satisfy (4), and for no others.

**What separates the wells.** Two isolated minima on a sphere must be separated by a barrier, and the remaining stationary points show where it lies. Assume that $K_1$ and $K_2$ are both nonzero. With a multiplier $\mu$ for the condition $|\mathbf n|=1$, stationarity of (3) requires

$$n_i\left[K_1(1-x_i)+K_2x_jx_k\right]=\mu n_i,\qquad i=1,2,3. \tag{20}$$

If $n_i$ and $n_j$ are both nonzero, their brackets both equal $\mu$. Subtracting one from the other gives

$$(x_j-x_i)(K_1+K_2x_k)=0. \tag{21}$$

First let all components be nonzero. Either all $x_i$ are equal, which is $\langle111\rangle$, or two of them differ, say $x_1\neq x_3$. Then (21) requires $x_2=u$, where

$$u=-\frac{K_1}{K_2}. \tag{22}$$

Since $x_1$ and $x_3$ differ, $x_2$ must differ from at least one of them. If $x_2\ne x_1$, (21) gives $x_3=u$; if $x_2\neq x_3$, it gives $x_1=u$. In either case two squares equal $u$ and the third is $1-2u$. These directions exist for $0<u<\tfrac12$, and for $u\ne\tfrac13$ they are distinct from $\langle111\rangle$.

Next let one component vanish, say $n_3=0$. Then (21) reduces to $(x_2-x_1)K_1=0$, which gives $\langle110\rangle$. Two vanishing components give $\langle001\rangle$. The list is complete.

In terms of $u$, the window (4) is $K_2<0$ with $0<u<\tfrac13$. The additional directions are then $(\sqrt u,\sqrt u,\sqrt{1-2u})$ and its symmetry partners. They lie in the mirror planes, between $[001]$ at $u=0$ and $[111]$ at $u=\tfrac13$. At each edge of the window they merge with the well that is being lost.

To find their nature, follow the mirror-plane path $x_1=x_2=w$, $x_3=1-2w$. On it $s=2w-3w^2$ and $p=w^2-2w^3$, so that

$$f(w)=K_1(2w-3w^2)+K_2(w^2-2w^3),\qquad f'(w)=(2-6w)(K_1+K_2w). \tag{23}$$

At $w=u$ the second factor of $f'$ vanishes, and $f''(u)=(2-6u)K_2$. A step $d$ in $w$ therefore changes the energy by $K_2(1-3u)d^2$ to leading order. A step out of the plane, $x_1=w+e$ and $x_2=w-e$ at fixed $x_3$, lowers $x_1x_2$ by $e^2$, and so

$$\Delta F=-(K_1+K_2x_3)e^2=-K_2(x_3-u)e^2. \tag{24}$$

At the stationary point $x_3-u=1-3u$. The two steps together give

$$F-F_{\rm sad}\simeq K_2(1-3u)(d^2-e^2). \tag{25}$$

The signs are opposite for every $u\neq\tfrac13$, so the point is a saddle. At fixed length and through sixth order, these low-symmetry directions are never minima, and the model has no stable monoclinic phase.

Near $[110]$ put $x_3=z$ and $x_{1,2}=\tfrac12(1-z)\pm e$. To leading order

$$F=\frac{K_1}4+\left(\frac{K_1}2+\frac{K_2}4\right)z-K_1e^2. \tag{26}$$

Inside the window $K_2<-3K_1$, so the coefficient of $z=n_3^2$ is below $-K_1/4$ and hence negative. The $\langle110\rangle$ directions are maxima. The window thus has $6+8$ minima, 24 saddles and 12 maxima. Minima minus saddles plus maxima gives $14-24+12=2$, the value required for nondegenerate stationary points on a sphere.

## II. Barriers, response and a worked example

The symbols carried over from part I are as follows. The polarization is $P_s\mathbf n$ with fixed $P_s$, $x_i=n_i^2$, and $F=K_1s+K_2p$, with $s$ the sum of pair products and $p$ the triple product of the $x_i$. Both wells exist for $0<K_1<-K_2/3$, that is, for $K_2<0$ and $0<u<\tfrac13$ with $u=-K_1/K_2$. The well energies are $F_T=0$ and $F_R=K_1/3+K_2/27$. The curvatures are

$$\kappa_T=2K_1,\qquad \kappa_R=-\frac43\left(K_1+\frac{K_2}3\right). \tag{27}$$

The saddle between neighbouring wells lies on the mirror-plane path $x_1=x_2=w$ at $w=u$. The energy along this path is $f(w)$ of (23).

**Energies and barriers.** Setting $F_R=0$ gives equal well energies at

$$K_1=-\frac{K_2}9,\qquad u=\frac19. \tag{28}$$

For larger $K_1$ at fixed $K_2$ the tetragonal well is the lower one. The equal-energy line lies inside the window, so crossing it leaves the old well in place as a metastable state.

Inserting $K_1=-K_2u$ in $f(u)$ gives the saddle energy:

$$F_{\rm sad}=K_2\left[-2u^2+3u^3+u^2-2u^3\right]=|K_2|u^2(1-u). \tag{29}$$

With $F_T=0$ this is the barrier $B_T$ seen from the tetragonal well. The barrier seen from the rhombohedral well is

$$B_R=F_{\rm sad}-F_R=|K_2|\left(u^2-u^3-\frac u3+\frac1{27}\right)=|K_2|\left(\frac13-u\right)^3. \tag{30}$$

No path between the wells has a lower maximum. As an energy level is raised, separate regions lying below it can join only at a saddle, and symmetry gives all 24 saddles the same energy. The mirror-plane path attains this value, since by (23) $f$ rises up to $w=u$ and then falls.

The barriers vanish differently at the two edges. Near $K_1=0$, $B_T\simeq K_1^2/|K_2|$ is quadratic in the distance from the edge. Near the upper edge $B_R$ is cubic in that distance. The difference comes from the first term beyond the quadratic one. Near $[111]$ that term is cubic in the tilt, by (16). It balances the quadratic term at a tilt proportional to $\kappa_R$, so the barrier scales as $\kappa_R\theta^2\propto\kappa_R^3$. Near $[001]$ it is of fourth order, the balance lies at a tilt proportional to $\sqrt{\kappa_T}$, and the barrier scales as $\kappa_T^2$.

At fixed polarization length and through sixth order, the window in which the tetragonal and rhombohedral wells coexist is now established, together with their energies, curvatures and the barriers between them. What remains is the response to an applied field, a worked numerical example, and the effects of variable length, higher-order terms, clamping, temperature, size and surface charge.
